\section*{Direct isotropic neutral flux to the floor of a long trench}

\section{The decision and the quantity}

A feature-scale calculation of etching or deposition needs the flux of neutral radicals at the bottom of a trench. Before writing it, one has to decide how much transport to include. The floor might simply be given the flux that falls on an open wafer surface. If that is too crude, the calculation must account for shadowing by the side walls, and perhaps for particles that strike a wall and leave it again. The choice hangs on the fraction of the open-surface flux that reaches the floor directly, without touching a wall.

Let the trench have vertical walls, width $w$, depth $d$ and unlimited length, with aspect ratio $A=d/w$. The $x$ axis runs across the trench from the centre of the floor, $y$ runs along it, and $z$ points up from the floor. A flux is a number of particles per unit area and time on a horizontal surface. $F(x)$ denotes the direct flux at floor position $x$ divided by the open-surface flux $\Gamma_0$. The value to be found is $F(0)$.

The gas is taken as uniform across the mouth, with incoming velocities spread isotropically over the downward hemisphere. Collisions inside the trench are neglected.

\section{Simplest case: no trench}

Consider first a flat surface below a gas of density $n$ and mean speed $\bar v$. Here $n$ is the density of the full isotropic distribution whose incoming half strikes the surface. A fraction $d\Omega/4\pi$ of the particles moves within a solid angle $d\Omega$. Those with speed $v$, arriving at angle $\theta$ to the normal, reach an area $dS$ during $dt$ if they lie in a slanted cylinder of volume $v\cos\theta\,dt\,dS$. Averaging over speed gives
\begin{equation}
d\Gamma=\frac{n\bar v}{4\pi}\cos\theta\,d\Omega .
\end{equation}
The cosine is the projection of the surface onto the beam. Over the hemisphere,
\begin{equation}
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\cdot\frac12=\pi ,
\end{equation}
so that
\begin{equation}
\Gamma_0=\frac{n\bar v}{4},\qquad
d\Gamma=\frac{\Gamma_0}{\pi}\cos\theta\,d\Omega .
\label{eq:intensity}
\end{equation}

The speed distribution enters through $\bar v$ alone. For a Maxwellian at temperature $T$ and particle mass $m$, set $a=m/(2kT)$. Then
\begin{align}
\bar v&=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}\nonumber\\
&=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .
\end{align}

What changes at the bottom of a trench? Without collisions or forces, a particle keeps its velocity, and the map $(\mathbf r,\mathbf v)\to(\mathbf r+\mathbf vt,\mathbf v)$ preserves phase-space volume. The distribution function is therefore constant along each straight flight. Equation~\eqref{eq:intensity} still holds at the floor for every direction that leads back to the mouth. The other directions contribute no direct flux. The problem is now one of geometry.

\section{One restriction: a range of tilt angles}

Long walls limit the tilt of a flight within the $xz$ plane, so the angles should separate that tilt from the tilt along the trench. Let $\mathbf s$ be the unit vector from the floor back towards the source:
\begin{equation}
\mathbf s=(\cos\beta\sin\alpha,\ \sin\beta,\ \cos\beta\cos\alpha),
\qquad -\frac\pi2<\alpha,\beta<\frac\pi2 .
\end{equation}
Here $\alpha$ is the tilt across the trench and $\beta$ the tilt along it. The derivatives are
\begin{align}
\partial_\alpha\mathbf s&=(\cos\beta\cos\alpha,\ 0,\ -\cos\beta\sin\alpha),\\
\partial_\beta\mathbf s&=(-\sin\beta\sin\alpha,\ \cos\beta,\ -\sin\beta\cos\alpha).
\end{align}
Their scalar product is
\[
-\cos\beta\sin\beta\cos\alpha\sin\alpha
+\cos\beta\sin\beta\sin\alpha\cos\alpha=0 ,
\]
and their lengths are $\cos\beta$ and $1$. Hence
\begin{equation}
d\Omega=\cos\beta\,d\alpha\,d\beta,\qquad
\cos\theta=s_z=\cos\beta\cos\alpha .
\end{equation}
One factor $\cos\beta$ comes from the solid angle and the other from the projection onto the floor.

If the source is visible for $\alpha_1<\alpha<\alpha_2$ and for all $\beta$, the flux fraction is
\begin{align}
F&=\frac1\pi\int_{\alpha_1}^{\alpha_2}\cos\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta\nonumber\\
&=\frac1\pi(\sin\alpha_2-\sin\alpha_1)\frac\pi2
=\frac{\sin\alpha_2-\sin\alpha_1}{2}.
\label{eq:strip}
\end{align}
The $\beta$ integral is $\pi/2$ because $\cos^2\beta$ averages to one half over an interval of length $\pi$.

Two limits check the prefactor. With no wall, $\alpha_1=-\pi/2$ and $\alpha_2=\pi/2$, which gives $F=1$. At the foot of a single wall one side is closed, so $\alpha_1=0$ and $F=1/2$, as symmetry requires.

\section{Two walls: the centre of the floor}

Follow a line back from floor position $x$. At height $h$ its horizontal position is
\begin{equation}
x+h\frac{s_x}{s_z}=x+h\tan\alpha ,
\end{equation}
because $\cos\beta$ cancels. The position is linear in $h$. If it lies between the walls at $h=0$ and at $h=d$, it lies between them at every height in between. The visibility condition is therefore
\begin{equation}
-\frac w2<x+d\tan\alpha<\frac w2 .
\label{eq:visible}
\end{equation}

At the centre, $x=0$, the limits are $\pm\alpha_m$ with
\begin{equation}
\tan\alpha_m=\frac{w}{2d}=\frac1{2A}.
\end{equation}
Equation~\eqref{eq:strip} then gives $F(0)=\sin\alpha_m$. Using $\sin\alpha=\tan\alpha/\sqrt{1+\tan^2\alpha}$ for an acute angle, and multiplying numerator and denominator by $2A$,
\begin{equation}
F(0)=\frac{1/(2A)}{\sqrt{1+1/(4A^2)}}
=\frac{1}{\sqrt{1+4A^2}} .
\label{eq:centre}
\end{equation}

For a shallow trench, $(1+\epsilon)^{-1/2}=1-\epsilon/2+\cdots$ with $\epsilon=4A^2$ gives
\begin{equation}
F(0)=1-2A^2+O(A^4).
\end{equation}
The loss starts at second order because low walls hide grazing directions, which carry little flux onto a horizontal floor. For a deep trench, taking $2A$ out of the root gives
\begin{equation}
F(0)=\frac1{2A}\left(1+\frac1{4A^2}\right)^{-1/2}
=\frac1{2A}\left(1-\frac1{8A^2}+\cdots\right).
\end{equation}
The window in $\alpha$ narrows as $1/A$, while the directions along the trench stay open.

The result can be turned round to find where a chosen fraction is reached. Squaring \eqref{eq:centre} gives $1+4A^2=1/F(0)^2$, hence
\begin{equation}
A=\frac12\sqrt{\frac1{F(0)^2}-1}.
\label{eq:inverse}
\end{equation}
The centre fraction falls to one half at $A=0.866$ and to one tenth at $A=4.97$.

\section{Away from the centre}

A floor profile also needs the other positions. Condition~\eqref{eq:visible} gives
\[
\tan\alpha_2=\frac{w/2-x}{d},\qquad
\tan\alpha_1=-\frac{w/2+x}{d}.
\]
The sine belonging to a tangent $u/d$ is $g(u)=u/\sqrt{u^2+d^2}$, an odd function of $u$. The minus sign in \eqref{eq:strip} therefore turns the second term positive:
\begin{equation}
F(x)=\frac12\left[g\!\left(\frac w2-x\right)+g\!\left(\frac w2+x\right)\right].
\label{eq:profile}
\end{equation}

Differentiation gives
\[
g'(u)=\frac{d^2}{(u^2+d^2)^{3/2}},\qquad
g''(u)=-\frac{3ud^2}{(u^2+d^2)^{5/2}}<0\quad(u>0).
\]
For such a concave function, the mean of two values does not exceed the value at the mean argument, here $w/2$. Thus $F(x)\le g(w/2)=F(0)$, and the centre receives the largest direct flux. At a corner one term vanishes:
\begin{equation}
F\!\left(\frac w2\right)=\frac{g(w)}2=\frac1{2\sqrt{1+A^2}} .
\end{equation}
As $A\to0$ this tends to $1/2$, the single-wall value: a point touching a wall loses one side of its view however low the wall is.

In the average over the floor, the two terms of \eqref{eq:profile} contribute equally, and each argument runs from $0$ to $w$:
\begin{equation}
\overline F=\frac1w\int_0^w\frac{u\,du}{\sqrt{u^2+d^2}}
=\frac{\sqrt{w^2+d^2}-d}{w}=\sqrt{1+A^2}-A .
\end{equation}
Since $\sqrt{1+A^2}-A=1/(\sqrt{1+A^2}+A)$, the average also tends to $1/(2A)$ for a deep trench. Centre, corner and average then agree to leading order, so the direct flux is nearly uniform across the floor.

\section{Changing the mouth: a hole}

In a circular hole of diameter $w$, the view from the centre is limited in the polar angle $\theta$ itself, with $\tan\theta_m=1/(2A)$. Integrating \eqref{eq:intensity} over that cone gives
\begin{equation}
F_{\mathrm{hole}}(0)=\frac1\pi\,2\pi\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta
=\sin^2\theta_m=\frac1{1+4A^2}.
\end{equation}
This is the square of the trench result. The hole closes the view in two directions, the trench in one, which is why a deep hole falls off as $1/A^2$ and a deep trench as $1/A$. The exact square is particular to the round mouth: a deep square hole of side $w$ has a mouth area larger by $4/\pi$, and its centre fraction is larger by that factor. The limits are $1$ for $A\to0$ and $1/(4A^2)$ for large $A$. A trench and a hole with equal $A$ therefore have different direct-flux factors.

\section{A second route, and a finite trench}

The trench result can also be obtained by summing over the area of the mouth. An element $dx\,dy$ of the mouth lies at distance $r=\sqrt{x^2+y^2+d^2}$ from the floor centre, with $\cos\theta=d/r$. It subtends $d\Omega=\cos\theta\,dx\,dy/r^2$, so
\begin{equation}
dF=\frac1\pi\cos\theta\,d\Omega=\frac{d^2}{\pi(x^2+y^2+d^2)^2}\,dx\,dy .
\label{eq:area}
\end{equation}
For the $y$ integral put $b^2=x^2+d^2$ and $y=b\tan t$:
\[
\int_{-\infty}^{\infty}\frac{dy}{(b^2+y^2)^2}
=\frac1{b^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac{\pi}{2b^3}.
\]
The remaining integral is
\begin{align}
F(0)&=\frac{d^2}{2}\int_{-w/2}^{w/2}\frac{dx}{(x^2+d^2)^{3/2}}
=\frac12\left[\frac{x}{\sqrt{x^2+d^2}}\right]_{-w/2}^{w/2}\nonumber\\
&=\frac{w/2}{\sqrt{w^2/4+d^2}}=\frac1{\sqrt{1+4A^2}},
\end{align}
in agreement with \eqref{eq:centre}.

This form shows what a real trench of length $L$ loses. Midway along it, the missing part of the mouth is $|y|>L/2$. There $r^4>y^4$, and the loss obeys
\begin{align}
\Delta F&<\frac{2wd^2}{\pi}\int_{L/2}^{\infty}\frac{dy}{y^4}
=\frac{2wd^2}{\pi}\cdot\frac13\left(\frac2L\right)^3
=\frac{16wd^2}{3\pi L^3}.
\label{eq:endloss}
\end{align}
When $L$ is much larger than $w$ and $d$, $r\approx|y|$ throughout the missing region and the loss approaches this bound. The estimate does not apply to a point near an end wall.

\section{Letting particles leave the walls}

The direct flux is the whole arrival flux if walls and floor absorb every particle that strikes them. Suppose instead that some particles are re-emitted, in steady state, with the cosine distribution of \eqref{eq:intensity}, and that no surface emits more than it receives. Re-emission adds a non-negative amount, so the total arrival flux at the floor centre is at least $F(0)\Gamma_0$.

There is also an upper bound. Let $M\Gamma_0$ be the largest arrival flux per unit area on any wall or floor element. An element there sees the mouth with weight $f>0$ and other surfaces with weight $1-f$, since the weights $\cos\theta\,d\Omega/\pi$ add up to one. The surfaces it sees emit at most $M\Gamma_0$, so
\begin{equation}
M\le f+(1-f)M\quad\Longrightarrow\quad fM\le f\quad\Longrightarrow\quad M\le1 .
\end{equation}
The total flux $\Gamma$ at the floor centre is thus bracketed:
\begin{equation}
F(0)\,\Gamma_0\le\Gamma\le\Gamma_0 .
\label{eq:bracket}
\end{equation}
The lower end is reached when the side walls absorb every particle that strikes them; the flat floor cannot send particles directly to itself. The upper end is reached when nothing is absorbed: if every surface receives and emits $\Gamma_0$, each element sees the same intensity $\Gamma_0/\pi$ from all directions, and the balance is satisfied.

This settles the opening decision within the model. If $1-F(0)$ is smaller than the tolerated error in units of $\Gamma_0$, the open-surface flux may be used at the centre whatever fraction the surfaces absorb, provided they re-emit with the cosine distribution. The upper bound was derived for that distribution only; walls that re-emit in a narrower lobe can raise the floor flux somewhat above $\Gamma_0$. Otherwise that replacement is not guaranteed to be accurate enough, and the absorption probability of the surfaces is needed to tell where in the bracket the flux lies.

\section{Numbers for one trench}

Take the round model values $w=100$ nm, $d=500$ nm and $L=10$ \textmu m, with radicals of mass 19 u at 400 K and density $10^{19}\ \mathrm{m^{-3}}$. The aspect ratio is $A=500/100=5$. The mean speed and open-surface flux are
\begin{align}
\bar v&=\sqrt{\frac{8k(400\ \mathrm K)}{\pi(19\ \mathrm u)}}=668\ \mathrm{m\,s^{-1}},\\
\Gamma_0&=\frac{10^{19}\times668}{4}\ \mathrm{m^{-2}s^{-1}}
=1.67\times10^{21}\ \mathrm{m^{-2}s^{-1}} .
\end{align}
From the centre, the mouth is visible within $\alpha_m=\arctan(0.1)=5.71^\circ$ on either side of the vertical, and
\begin{align}
F(0)&=\frac1{\sqrt{1+4\times25}}=\frac1{\sqrt{101}}=0.0995,\\
F(0)\,\Gamma_0&=1.66\times10^{20}\ \mathrm{m^{-2}s^{-1}}
=1.66\times10^{16}\ \mathrm{cm^{-2}s^{-1}} .
\end{align}
The deep-trench estimate $1/(2A)=0.100$ is high by 0.5\% of the full result. The corner fraction is 0.0981, so the direct flux varies by about 1.5\% across the floor.

The bound \eqref{eq:endloss} on the finite-length loss is $4.24\times10^{-5}$; direct integration gives a loss of $4.19\times10^{-5}$, or 0.04\% of the centre fraction. The longest direct flight to the floor centre in this trench is 5.03 \textmu m. The mean free path is assumed to be 1 mm; it is set by all the gas present, not by the radicals alone. The collision probability on this longest flight is then $1-\exp(-0.00503)=0.5\%$, and no direct flight to that point is longer. Neglecting collisions is sound here.

Other aspect ratios give these fractions:
\begin{center}
\begin{tabular}{ccccc}
$A$ & centre & corner & average & hole centre\\
0.25 & 0.894 & 0.485 & 0.781 & 0.800\\
1 & 0.447 & 0.354 & 0.414 & 0.200\\
5 & 0.0995 & 0.0981 & 0.0990 & 0.0099\\
20 & 0.0250 & 0.0250 & 0.0250 & 0.0006
\end{tabular}
\end{center}
At $A=0.25$, using $\Gamma_0$ at the trench centre overstates the flux by at most 0.11 of $\Gamma_0$, according to \eqref{eq:bracket}. At $A=5$ the possible overstatement is 0.90 of $\Gamma_0$, and for cosine re-emission the surface absorption decides where in that range the answer lies. At $A=5$ the hole centre receives about one tenth of the direct flux at the trench centre.

A simulation tests the geometry from the other end. Two million particles start uniformly across the mouth of a trench with $A=2$, with Maxwellian velocities weighted by their downward flux. Landings in a central strip one tenth of the trench width wide give $0.2429\pm0.0011$, against 0.2425 from \eqref{eq:centre}. Landings on the whole floor give $0.2358\pm0.0003$, against 0.2361 for the average. Both agree within one standard error. Numerical integration of \eqref{eq:area} also reproduces the centre formula to rounding error at the three aspect ratios tested. The full values are in the numerical output below.

\section{Where the factor fails}

Each assumption has its own mode of failure. If the incoming gas is not isotropic, the constant $\Gamma_0/\pi$ in \eqref{eq:intensity} becomes a function of angle and must stay inside the integral. A beam along the normal, for instance, reaches the floor with no geometric loss. If the mean free path is comparable with the trench depth, many particles collide inside the trench, and their paths are no longer straight. If straight walls lean, their position is also linear in height, so it is still enough to check the mouth, with its actual edges in place of $\pm w/2$ in \eqref{eq:visible}. If the walls bow inward, the view may be cut off below the mouth, and every height must be checked.

An etch rate at the floor centre scales as $F(0)$ if it is proportional to the neutral supply there and that supply is the direct flux. The second condition requires side walls that absorb nearly every particle that strikes them. For radicals that stick weakly, re-emission from the walls can supply several times the direct flux in a deep trench, and $F(0)$ is then only a lower bound. The angular law of re-emission also matters: vertical walls that reflect specularly without loss leave the downward velocity unchanged and deliver the full $\Gamma_0$ to the floor at any aspect ratio. A rate limited by ions or by a saturated surface reaction need not scale as $F(0)$ either.

\section*{Table of computed values}
\begin{verbatim}
width = 100 nm, depth = 500 nm
trench length = 10 um
aspect ratio A = 5.00
radical mass = 19 u
temperature = 400 K
radical density = 1.0e+19 m^-3
assumed mean free path = 1.0 mm
mean speed = 667.6 m/s
open-surface flux = 1.6691e+21 m^-2 s^-1
acceptance half-angle at centre = 5.711 degrees
centre fraction = 0.09950
deep-trench estimate 1/(2A) = 0.10000
excess of that estimate = 0.50 %
direct flux at centre = 1.6608e+20 m^-2 s^-1
  the same = 1.6608e+16 cm^-2 s^-1
corner fraction = 0.09806
direct flux at corner = 1.6367e+20 m^-2 s^-1
floor-average fraction = 0.09902
finite-length loss of fraction = 4.194e-05
upper bound on that loss = 4.244e-05
loss relative to centre fraction = 0.0421 %
longest direct flight = 5.025 um
collision probability on it = 0.501 %
fractions: A, trench centre, corner, floor average, hole centre
   0.25  0.89443  0.48507  0.78078  0.80000
   0.50  0.70711  0.44721  0.61803  0.50000
   1.00  0.44721  0.35355  0.41421  0.20000
   2.00  0.24254  0.22361  0.23607  0.05882
   5.00  0.09950  0.09806  0.09902  0.00990
  10.00  0.04994  0.04975  0.04988  0.00249
  20.00  0.02499  0.02497  0.02498  0.00062
A for centre fraction 0.5 = 0.8660
A for centre fraction 0.1 = 4.9749
largest centre error, mouth integral = 1.7e-16
simulation: A = 2.0, particles = 2000000
simulation strip width / trench width = 0.1
simulated centre fraction = 0.24289 +/- 0.00110
formula for centre = 0.24254
simulated floor average = 0.23579 +/- 0.00034
formula for floor average = 0.23607
\end{verbatim}
